# Optical rotation by oriented molecules: magnetic dipole and electric quadrupole terms, part 2

Linearly polarized light of frequency $\omega$ travels along $z$ through $N$ independent oriented molecules per volume. We seek the angle $\Delta\theta$ by which its plane turns over a path $l$, positive if clockwise for an observer facing the source. Units are SI, axes are right-handed, and repeated Greek indices are summed; $\sum$ without an index runs over a molecule's mobile particles (charge $q$, mass $m$, position $\mathbf r$, momentum $\mathbf p$). The eigenfunctions $|j\rangle$ are real, with excitation frequencies $\omega_j$, and $O_{0j}=\langle 0|O|j\rangle$.

The transverse polarization vector $\mathbf e$ obeys, with $k=n\omega/c$,

$$(n^2-1)\,e_\alpha=\frac{N}{\varepsilon_0}\,\tilde\alpha_{\alpha\beta}\,e_\beta .\tag{3}$$

Let $J_\alpha=\sum(q/m)\,p_\alpha e^{ikz}$ and $(J_\beta)_{j0}=-i\hbar(C_\beta+iS_\beta)$ with $C_\beta$, $S_\beta$ real. The response is built from

$$\chi_{\alpha\beta}=\frac2\hbar\sum_{j\neq0}\frac{\omega_jP^{\,j}_{\alpha\beta}}{\omega_j^2-\omega^2},\qquad P^{\,j}_{\alpha\beta}=(J_\alpha^\dagger)_{0j}(J_\beta)_{j0}=\hbar^2\left[C_\alpha C_\beta+S_\alpha S_\beta+i\,(C_\alpha S_\beta-S_\alpha C_\beta)\right].\tag{4}$$

Hence $\tilde\alpha$ is Hermitian. Its part odd in $k$ defines $D_z$, which fixes the indices $n_L$, $n_R$ of left and right circular light and, if $\mathrm{Re}\,\tilde\alpha$ is isotropic in the transverse plane, the rotation:

$$\tilde\alpha_{xy}-\tilde\alpha_{yx}=2i\,\frac{k}{\omega}\,D_z .\tag{5}$$

$$\Delta\theta=-\tfrac12\,\omega\mu_0Nl\,D_z .\tag{7}$$

The operators are $\mu_\alpha=\sum q r_\alpha$, $\Pi_\alpha=\sum(q/m)p_\alpha$, $Q_{\alpha\beta}=\sum q r_\alpha r_\beta$, $\Sigma_{\alpha\beta}=\sum(q/m)(r_\alpha p_\beta+p_\alpha r_\beta)$, $\Theta_{\alpha\beta}=\tfrac12\sum q(3r_\alpha r_\beta-r^2\delta_{\alpha\beta})$, $\mathbf m=\sum(q/2m)\,\mathbf r\times\mathbf p$ and $T_\beta=\sum(q/m)\,zp_\beta$. For exact eigenstates of a local potential, the hypervirial relations are

$$\Pi_{\alpha,0j}=-i\omega_j\,\mu_{\alpha,0j},\qquad \Pi_{\alpha,j0}=i\omega_j\,\mu_{\alpha,j0},\qquad \Sigma_{\alpha\beta,0j}=-i\omega_j\,Q_{\alpha\beta,0j},\qquad\Sigma_{\alpha\beta,j0}=i\omega_j\,Q_{\alpha\beta,j0}.\tag{8}$$

Expansion in $k$ and separation of the static response give

$$P^{\,j}_{\alpha\beta}=\Pi_{\alpha,0j}\Pi_{\beta,j0}+ik\left[\Pi_{\alpha,0j}T_{\beta,j0}-T_{\alpha,0j}\Pi_{\beta,j0}\right]+O(k^2).\tag{9}$$

$$\tilde\alpha_{\alpha\beta}=\frac{1}{\omega^2}\left[\chi_{\alpha\beta}(0,k)-\delta_{\alpha\beta}\sum\frac{q^2}{m}\right]+\frac2\hbar\sum_{j\ne0}\frac{P^{\,j}_{\alpha\beta}}{\omega_j(\omega_j^2-\omega^2)},\qquad\chi_{\alpha\beta}(0,k)=\frac2\hbar\sum_{j\neq0}\frac{P^{\,j}_{\alpha\beta}}{\omega_j}.\tag{10}$$

The square bracket in (10) vanishes through first order in $k$, so the last term remains to be evaluated.

In the last term of (10) the zeroth-order numerator is $(-i\omega_j)(i\omega_j)\mu_{\alpha,0j}\mu_{\beta,j0}=\omega_j^2\mu_{\alpha,0j}\mu_{\beta,j0}$, which yields the ordinary polarizability. It is convenient to define it together with the two tensors that appear at first order:

$$\alpha_{\alpha\beta}=\frac2\hbar\sum_{j\ne0}\frac{\omega_j\,\mathrm{Re}(\mu_{\alpha,0j}\mu_{\beta,j0})}{\omega_j^2-\omega^2},\qquad G'_{\alpha\beta}=-\frac2\hbar\sum_{j\ne0}\frac{\omega\,\mathrm{Im}(\mu_{\alpha,0j}m_{\beta,j0})}{\omega_j^2-\omega^2},$$

$$A_{\alpha,\beta\gamma}=\frac2\hbar\sum_{j\ne0}\frac{\omega_j\,\mathrm{Re}(\mu_{\alpha,0j}\Theta_{\beta\gamma,j0})}{\omega_j^2-\omega^2}.\tag{11}$$

The tensor $\alpha$ is symmetric, and $A$ is symmetric and traceless in its last two indices because $\Theta$ is. The multipoles enter when $T$ is divided into parts symmetric and antisymmetric under exchange of the position and momentum indices. With $m_x=\sum(q/2m)(yp_z-zp_y)$ and $m_y=\sum(q/2m)(zp_x-xp_z)$,

$$zp_y=\tfrac12(zp_y+yp_z)-\tfrac12(yp_z-zp_y)\;\Rightarrow\;T_y=\tfrac12\Sigma_{yz}-m_x,$$

$$zp_x=\tfrac12(zp_x+xp_z)+\tfrac12(zp_x-xp_z)\;\Rightarrow\;T_x=\tfrac12\Sigma_{xz}+m_y .$$

Only off-diagonal elements of the second moment occur, because the polarization is perpendicular to the propagation direction. For these $Q_{yz}=\tfrac23\Theta_{yz}$ and $Q_{xz}=\tfrac23\Theta_{xz}$, so the trace $\sum qr^2$ never enters and the traceless quadrupole loses nothing. By (8), $\tfrac12\Sigma_{yz,j0}=\tfrac i3\omega_j\Theta_{yz,j0}$ and $\tfrac12\Sigma_{xz,0j}=-\tfrac i3\omega_j\Theta_{xz,0j}$. Let $I^j_{\alpha\beta}=\mathrm{Im}(\mu_{\alpha,0j}m_{\beta,j0})$. For real states $\mu_{\alpha,0j}m_{\beta,j0}=iI^j_{\alpha\beta}$, and its complex conjugate is $m_{\beta,0j}\mu_{\alpha,j0}=-iI^j_{\alpha\beta}$. The two products in the $xy$ element of (9) are

$$\Pi_{x,0j}T_{y,j0}=-i\omega_j\mu_{x,0j}\left[\tfrac i3\omega_j\Theta_{yz,j0}-m_{x,j0}\right]=\tfrac13\omega_j^2\,\mu_{x,0j}\Theta_{yz,j0}-\omega_jI^j_{xx},$$

$$T_{x,0j}\Pi_{y,j0}=\left[-\tfrac i3\omega_j\Theta_{xz,0j}+m_{y,0j}\right]i\omega_j\mu_{y,j0}=\tfrac13\omega_j^2\,\mu_{y,0j}\Theta_{xz,j0}+\omega_jI^j_{yy}.$$

In the first line the magnetic term is $+i\omega_j\cdot iI^j_{xx}$, and in the second it is $i\omega_j\cdot(-iI^j_{yy})$. The difference of the two lines, multiplied by $ik\,(2/\hbar)/[\omega_j(\omega_j^2-\omega^2)]$ and summed over $j$, gives by (11)

$$\tilde\alpha_{xy}=\alpha_{xy}+ik\left[\tfrac13(A_{x,yz}-A_{y,xz})+\frac1\omega(G'_{xx}+G'_{yy})\right]+O(k^2),$$

and $\tilde\alpha_{yx}$ is the complex conjugate by (4). Comparison with (5) identifies $D_z$, and (7) becomes the Buckingham–Dunn formula,

$$\Delta\theta=-\tfrac12\,\omega\mu_0Nl\left[G'_{xx}+G'_{yy}+\tfrac13\,\omega\,(A_{x,yz}-A_{y,xz})\right].\tag{12}$$

Each term has a direct reading. The terms $G'_{xx}$ and $A_{x,yz}$ come from $\Pi_x T_y$: a field polarized along $y$ has a magnetic field along $x$ and a gradient $\partial_zE_y$, and both induce a dipole along $x$. The terms $G'_{yy}$ and $A_{y,xz}$ come from $T_x\Pi_y$: the field along $y$ induces a magnetic moment $m_y$ and a quadrupole $\Theta_{xz}$, both of which radiate $x$-polarized light in the forward direction. Far below the first resonance $A$ tends to a constant and $G'$ is proportional to $\omega$, so $D_z\propto\omega$ and $\Delta\theta\propto\omega^2$.

The first neglected contribution to the odd part of $\tilde\alpha$ is of order $k^3$. An estimate of its size uses a molecular length $b$ and a typical excitation frequency $\omega_0$, for which $\alpha\sim q^2/m\omega_0^2$ and the retained term is of order $kb\,\alpha$. The last term of (10) contributes a relative correction $(kb)^2$. The static bracket, which is not forced to vanish at third order, is of order $(q^2/m)(kb)^3/\omega^2$, a relative correction $(kb)^2\omega_0^2/\omega^2=(b\omega_0/c)^2$ at $k=\omega/c$, the square of an electronic velocity over $c$. These estimates give the scaling and not the numerical factors, which can decide which of the two corrections is larger at a given frequency. At fixed $\omega$ both scale as $k^2$.

For propagation along a unit vector $\mathbf n$ the bracket must be written as a tensor contraction that reduces to (12) when $\mathbf n=\hat{\mathbf z}$. The magnetic part is the trace less the component along the beam. For the quadrupole part, $\varepsilon_{z\gamma\delta}$ is $+1$ for $\gamma\delta=xy$, $-1$ for $yx$ and zero otherwise, so $\varepsilon_{z\gamma\delta}A_{\gamma,\delta z}=A_{x,yz}-A_{y,xz}$. Since the axes were arbitrary apart from being right-handed,

$$D(\mathbf n)=D^{\rm m}+D^{\rm q},\qquad D^{\rm m}=G'_{\gamma\gamma}-n_\alpha G'_{\alpha\beta}n_\beta,\qquad D^{\rm q}=\tfrac13\omega\,n_\alpha\varepsilon_{\alpha\gamma\delta}A_{\gamma,\delta\beta}\,n_\beta .\tag{13}$$

$D$ is a quadratic form in $\mathbf n$, so the rotation is the same for $\mathbf n$ and $-\mathbf n$ when each is judged by an observer facing the source. Under inversion $\boldsymbol\mu$ changes sign while $\mathbf m$ and $\Theta$ do not, so with the origin at a centre of inversion $G'$ and $A$ vanish, and $D=0$ for all directions. A mirror plane is less restrictive. Under $x\to-x$ the components $\mu_x$, $m_y$ and $m_z$ change sign, so the diagonal elements of $G'$ vanish but $G'_{xy}$, $G'_{yx}$, $G'_{xz}$ and $G'_{zx}$ are allowed. An oriented achiral molecule can therefore have $D(\mathbf n)\neq0$ for directions oblique to its mirror plane, with opposite signs for mirror-related directions.

Now move the origin to $\mathbf a$, so that $\mathbf r'=\mathbf r-\mathbf a$ and $\mathbf p'=\mathbf p$. Constant terms have no matrix element between $|0\rangle$ and $|j\rangle$, so $\mu_{0j}$ and $\alpha$ are unchanged whether or not the molecule is neutral. From $\mathbf r'\times\mathbf p=\mathbf r\times\mathbf p-\mathbf a\times\mathbf p$, from $r'_\beta r'_\gamma=r_\beta r_\gamma-a_\beta r_\gamma-a_\gamma r_\beta+a_\beta a_\gamma$ and from $r'^2=r^2-2\mathbf a\cdot\mathbf r+a^2$,

$$m'_\beta=m_\beta-\tfrac12\varepsilon_{\beta\gamma\delta}\,a_\gamma\Pi_\delta,\qquad\Theta'_{\beta\gamma}=\Theta_{\beta\gamma}-\tfrac32(a_\beta\mu_\gamma+a_\gamma\mu_\beta)+\delta_{\beta\gamma}\,a_\delta\mu_\delta+\text{const}.$$

The change of $A$ follows on inserting the second relation into (11), where each $\mu\mu$ product builds an $\alpha$. The change of $G'$ contains $\mathrm{Im}(\mu_{\alpha,0j}\Pi_{\delta,j0})$, which (8) converts into $\omega_j\mu_{\alpha,0j}\mu_{\delta,j0}$; the minus sign in the definition of $G'$ cancels the minus sign in $m'$. Thus

$$\Delta G'_{\alpha\beta}=\tfrac12\,\omega\,\varepsilon_{\beta\gamma\delta}\,a_\gamma\,\alpha_{\alpha\delta},\qquad\Delta A_{\alpha,\beta\gamma}=-\tfrac32(a_\beta\alpha_{\alpha\gamma}+a_\gamma\alpha_{\alpha\beta})+\delta_{\beta\gamma}\,a_\delta\,\alpha_{\alpha\delta}.\tag{14}$$

The law for $A$ is an operator identity, and the law for $G'$ rests on the hypervirial relation. In $D^{\rm m}$ the trace changes by $\tfrac12\omega\varepsilon_{\alpha\gamma\delta}a_\gamma\alpha_{\alpha\delta}$, which is zero because $\varepsilon$ is antisymmetric and $\alpha$ symmetric in the pair $\alpha\delta$. The component along the beam changes by $\tfrac12\omega\,n_\beta\varepsilon_{\beta\gamma\delta}a_\gamma(\alpha\mathbf n)_\delta$. In $D^{\rm q}$ the shift of $A_{\gamma,\delta\beta}$ has three terms. The term $-\tfrac32a_\delta\alpha_{\gamma\beta}$ gives $-\tfrac32\,\mathbf n\cdot(\alpha\mathbf n\times\mathbf a)=+\tfrac32\,\mathbf n\cdot(\mathbf a\times\alpha\mathbf n)$. The term $-\tfrac32a_\beta\alpha_{\gamma\delta}$ is symmetric in $\gamma\delta$ and is removed by $\varepsilon_{\alpha\gamma\delta}$. The term with $\delta_{\delta\beta}$ leaves $n_\alpha n_\delta\varepsilon_{\alpha\gamma\delta}=0$. Including the factor $\omega/3$,

$$\Delta D^{\rm m}=-\tfrac12\,\omega\,\mathbf n\cdot(\mathbf a\times\alpha\mathbf n),\qquad\Delta D^{\rm q}=+\tfrac12\,\omega\,\mathbf n\cdot(\mathbf a\times\alpha\mathbf n),\qquad\Delta D=0.\tag{15}$$

For $\mathbf n=\hat{\mathbf z}$ the magnetic shift is $s=\tfrac12\omega(a_y\alpha_{xz}-a_x\alpha_{yz})$ and the quadrupole shift is $-s$. The cancellation can be seen in the operators. The shift of $T_y$ is $-a_z\Pi_y$, while its halves $\tfrac12\Sigma_{yz}$ and $-m_x$ shift by $-\tfrac12(a_z\Pi_y+a_y\Pi_z)$ and $-\tfrac12(a_z\Pi_y-a_y\Pi_z)$. The pieces $\mp\tfrac12a_y\Pi_z$ describe a longitudinal current that the transverse wave does not couple to; they are created only by the division into symmetric and antisymmetric parts, and they are the source of $s$.

The statement that only the sum is origin independent needs two qualifications. First, the triple product equals $\mathbf a\cdot(\alpha\mathbf n\times\mathbf n)$. It vanishes for every $\mathbf a$ exactly when $\alpha\mathbf n$ is parallel to $\mathbf n$, that is, when the light travels along a principal axis of $\alpha(\omega)$. In that case, which includes any rotation axis of the molecule, the magnetic and quadrupole terms are separately invariant. For other directions only the component of $\mathbf a$ along $\alpha\mathbf n\times\mathbf n$ matters, and since the shift is linear in that component and unbounded, an origin can be found that makes either term zero or gives it any value. Averaging the molecules over rotations about the beam does not remove the dependence, because $\mathbf a$ is fixed in the molecule and the triple product is unchanged when $\mathbf a$ and $\alpha$ turn together about $\mathbf n$.

Second, $D_z$ is not the only invariant. A candidate for the rotation along $z$ that is linear in $G'$ and $\omega A$ must be unchanged by rotations about $z$ and must change sign under reflection in a plane containing $z$. The axially invariant parts of $G'$ are $G'_{xx}+G'_{yy}$, $G'_{zz}$ and $G'_{xy}-G'_{yx}$; by the mirror signs listed above the first two are odd and the third is even. An axial invariant of $A$ has its transverse indices contracted in pairs with $\delta_{ab}$ or with the two-dimensional $\varepsilon_{ab}$, and only the latter is odd under the reflection. This leaves $\varepsilon_{ab}A_{a,bz}=A_{x,yz}-A_{y,xz}$, since $\varepsilon_{ab}A_{z,ab}=0$ by symmetry. The general candidate is

$$c_1(G'_{xx}+G'_{yy})+c_2\,G'_{zz}+c_3\,\omega(A_{x,yz}-A_{y,xz}).$$

The first quantity shifts by $s$, the second by $-s$ because the trace is invariant, and the third by $-3s$ because one third of it shifts by $-s$. When $s$ can be nonzero, invariance requires $c_1-c_2-3c_3=0$. The solutions form a plane spanned by $(1,1,0)$, which is the trace of $G'$, and $(1,0,\tfrac13)$, which is $D_z$. Among combinations of the two terms that appear in (12), for which $c_2=0$, the condition is $c_3=c_1/3$, so their sum in the proportion of (12) is the only invariant one up to a factor. Origin independence alone cannot exclude an admixture of the trace; its absence from $D_z$ is a result of the derivation, in which the wave has no magnetic field along $z$.

For independent molecules with a distribution of orientations, $\tilde\alpha$ in (3) is replaced by its average, and so is $D$. In the frame of each molecule the tensors are fixed and $\mathbf n$ varies, so only $\langle n_\alpha n_\beta\rangle$ is needed. For an isotropic distribution this average is unchanged by any rotation and must be a multiple of $\delta_{\alpha\beta}$; its trace is $\langle\mathbf n\cdot\mathbf n\rangle=1$, so it equals $\delta_{\alpha\beta}/3$. Then

$$\langle D^{\rm m}\rangle=G'_{\gamma\gamma}-\tfrac13G'_{\alpha\alpha}=\tfrac23G'_{\alpha\alpha},\qquad\langle D^{\rm q}\rangle=\tfrac19\,\omega\,\varepsilon_{\alpha\gamma\delta}A_{\gamma,\delta\alpha}=0 .$$

The quadrupole average vanishes because exchanging the dummy indices $\alpha$ and $\delta$ reverses the sign of $\varepsilon_{\alpha\gamma\delta}$ and leaves $A_{\gamma,\delta\alpha}$ unchanged, so the contraction equals its own negative. Only the symmetry of $\Theta_{\delta\alpha}$ is used; a third-rank tensor without it would in general keep a nonzero average. In terms of angular momentum, the dipole has rank 1 and the traceless quadrupole rank 2, their product contains ranks 1, 2 and 3 and no scalar, whereas two rank-1 operators do combine to a scalar. The fluid result is

$$\Delta\theta_{\rm iso}=-\tfrac13\,\omega\mu_0Nl\,G'_{\alpha\alpha},\tag{16}$$

the Rosenfeld–Condon expression, and it is origin independent without help because $\alpha$ is symmetric. The same algebra holds for any set of directions with $\langle n_\alpha n_\beta\rangle=\delta_{\alpha\beta}/3$. For three orthogonal axes it gives $D^{\rm q}_x+D^{\rm q}_y+D^{\rm q}_z=0$ and $D_x+D_y+D_z=2G'_{\alpha\alpha}$ at any origin. For partial order $\langle n_\alpha n_\beta\rangle=\tfrac13\delta_{\alpha\beta}+\tfrac23S_{\alpha\beta}$ with a traceless order matrix $S$, and the quadrupole contributes only through the term in $S$.

Formula (7) assumed an isotropic real part of $\tilde\alpha$ in the transverse plane. This holds for a fluid and for a uniaxial sample viewed along its axis, since averaging over rotations about $z$ removes the traceless symmetric part of a $2\times2$ tensor and leaves the antisymmetric part unchanged. When it does not hold, choose $x$ and $y$ along the principal axes of the real part. To first order in $N$, (3) gives $n-1=(N/2\varepsilon_0)\tilde\alpha$ as a matrix, with $k=\omega/c$ inside $\tilde\alpha$, and the Jones vector $\mathbf F=(F_x,F_y)$, with the mean phase removed, obeys

$$\frac{d\mathbf F}{dz}=iK\mathbf F,\qquad K=\begin{pmatrix}\delta&-i\rho\\ i\rho&-\delta\end{pmatrix},\qquad\delta=\frac{\omega}{2c}(n_x-n_y),\qquad\rho=\frac{\omega}{2c}(n_L-n_R).$$

The rotation has been expressed through magnetic dipole and electric quadrupole tensors, whose sum $D(\mathbf n)$ is independent of origin for every direction, and the isotropic average has been found. It remains to solve the Jones equation for a sample with linear birefringence, to examine calculations in a finite basis, and to illustrate the results with a one-electron model and hydrogen peroxide.
